# Spin-Orbit Admixture, g-Factor and Zero-Field Splitting in Gd³⁺

## Problem

The free ion Gd³⁺ has the configuration 4f⁷ and the ground level \(^8S_{7/2}\). Treat it within this one configuration, with

\[
H=H_C+H_{so}+V,\qquad H_{so}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i,\qquad V=B\sum_i C^2_0(i).
\]

\(H_C\) is the Coulomb repulsion, \(V\) is an axial crystal field acting on the orbits alone, and \(C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}\). The terms \(^6P\) and \(^6D\) lie at \(\Delta_P\) and \(\Delta_D\) above \(^8S\) when \(\zeta=B=0\). In a magnetic field \(\mathcal B\) along \(z\), the Zeeman operator is \(\mu_B\mathcal B(L_z+g_sS_z)\), with \(g_s=2.00232\).

1. Find the coupling of \(^8S_{7/2}\) to \(^6P_{7/2}\) and the resulting g-factor.
2. Does the crystal field split the level once \(^6P\) is mixed in? Find the lowest order in \(\zeta\) and \(B\) at which a splitting appears, and its size.
3. Evaluate both for \(\Delta_P=32000\) cm⁻¹, \(\zeta=1500\) cm⁻¹ and \(B=500\) cm⁻¹. The first two are rough round figures for Gd³⁺; the third is chosen for illustration.

## Hints

- Start from \(M=7/2\), where the octet is a single determinant. Describe each single spin flip by a \(7\times7\) matrix.
- The \(^6P_{7/2}\) state with \(M=7/2\) has definite \(M_L\) and \(M_S\).
- Before estimating a splitting, compute the mean value of \(V\) in \(^6P\). Then ask where \(V\) sends that state.

## Solution

### Spin flips as matrices

Let \(|0\rangle\) be the octet state with \(M=7/2\): all seven orbitals \(m=-3,\dots,3\) hold a spin-up electron. Define

\[
|A\rangle=\sum_{m'm}A_{m'm}\,a^\dagger_{m'\downarrow}a_{m\uparrow}|0\rangle,\qquad \langle A|A'\rangle=\mathrm{Tr}\,A^\dagger A'.
\]

These 49 states have \(M_S=5/2\). Since \(|0\rangle\) is orbitally invariant, \(A\) rotates like an operator on the f shell, so \(L=0,\dots,6\) each occur once. The case \(L=0\), \(A\propto1\), is \(S_-|0\rangle\) and belongs to the octet. The others are sextets, because seven parallel spins fill the shell and allow no \(L\) but zero.

### Coupling to ⁶P

Write \(\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+)\). On \(|0\rangle\) the first part gives \(\tfrac12\sum m=0\), and \(s_+\) gives zero. Hence

\[
H_{so}|0\rangle=\zeta\,|l_+/2\rangle .
\]

Its squared norm is

\[
\frac{\zeta^2}{4}\mathrm{Tr}(l_-l_+)=\frac{\zeta^2}{4}\sum_m[12-m(m+1)]=\frac{\zeta^2}{4}(84-28)=14\zeta^2 .
\]

The matrix \(l_+\) has rank 1 and component \(+1\), so the normalized state \(|p\rangle=|l_+/(2\sqrt{14})\rangle\) is \(^6P\) with \(M_L=1\), \(M_S=5/2\). This is the \(M=7/2\) state of \(^6P_{7/2}\), since \(H_{so}\) conserves \(J\). The coupling is \(\sqrt{14}\,\zeta\).

The diagonal element of \(H_{so}\) in \(|p\rangle\) is also needed. The part that conserves \(M_S\) is \(\zeta\sum l_zs_z\). The added down electron contributes \(-m'/2\), and the missing up electron contributes \(-m/2\), so

\[
\zeta\sum_i l_zs_z|A\rangle=-\frac{\zeta}{2}\,|l_zA+Al_z\rangle. \tag{1}
\]

For \(A\propto l_+\) the mean value is proportional to \(\sum_m(2m+1)[12-m(m+1)]\). This is odd under \(m\to-1-m\) and vanishes.

### The g-factor

In the basis \(|0\rangle,|p\rangle\) the Hamiltonian has diagonal elements \(0,\Delta_P\) and off-diagonal element \(\sqrt{14}\,\zeta\). Its lower state is

\[
\cos\theta\,|0\rangle-\sin\theta\,|p\rangle,\qquad \tan2\theta=\frac{2\sqrt{14}\,\zeta}{\Delta_P}.
\]

The Zeeman operator has no cross element, because \(|0\rangle\) is an eigenstate of both \(L_z\) and \(S_z\). Dividing its mean value in \(|p\rangle\) by \(M=7/2\) gives

\[
g_P=\frac{1+\tfrac52g_s}{7/2}=\frac{2+5g_s}{7},\qquad g_s-g_P=\frac27(g_s-1).
\]

Therefore

\[
g=g_s-\frac27(g_s-1)\sin^2\theta\;\simeq\; g_s-4(g_s-1)\frac{\zeta^2}{\Delta_P^2}, \tag{2}
\]

where the last form uses \(\sin^2\theta\simeq14\zeta^2/\Delta_P^2\ll1\). The shift is negative because part of the angular momentum \(7/2\) is now orbital, and orbital momentum carries a smaller moment per unit than spin.

### Why ⁶P alone gives no splitting

In the f shell \(C^2_0\) is proportional to \(3l_z^2-12\). For \(m=3\), the density \(\sin^6\vartheta\) gives \(\langle\cos^2\vartheta\rangle=1/9\), so \(\langle C^2_0\rangle=\tfrac12(\tfrac13-1)=-\tfrac13\), while \(3l_z^2-12=15\). The one-electron field is thus

\[
v=-\frac{B}{45}(3l_z^2-12).
\]

It is traceless, so \(V|0\rangle=0\). Acting on the added electron and on the hole, it gives \(V|A\rangle=|[v,A]\rangle\). Then

\[
\langle p|V|p\rangle=\frac{\mathrm{Tr}(l_-[v,l_+])}{56}=\frac{\mathrm{Tr}(v[l_+,l_-])}{56}=\frac{2\,\mathrm{Tr}(v\,l_z)}{56}=0,
\]

since \(v\) is even in \(m\) and \(l_z\) is odd. For other components of \(^6P\) the same step gives a trace of \(v\) with some component of \(\mathbf l\), which vanishes because the ranks differ. The crystal field therefore has no matrix element within \(^6P\). The admixture is a necessary first step, but the field must then carry \(^6P\) into another term.

That term follows from \([l_z^2,l_+]=l_zl_++l_+l_z\equiv X\):

\[
V|p\rangle=-\frac{B}{15}\,\frac{1}{2\sqrt{14}}\,|X\rangle .
\]

\(X\) is a symmetric product of two components of \(\mathbf l\), of rank 2. The state is pure \(^6D\).

### Fourth order

Put \(W=H_{so}+V\). The axial field conserves \(M\), so each \(M\) can be treated separately. Let \(|p_M\rangle\) be the \(^6P_{7/2}\) partner of the octet state \(M\). Because \(V\) annihilates the octet, both outermost steps of any perturbation path are spin-orbit steps.

The first order vanishes. The second is \(-14\zeta^2/\Delta_P\) for every \(M\). The third contains \(\langle p_M|W|p_M\rangle=0\). The fourth is

\[
E^{(4)}_M=-\frac{14\zeta^2}{\Delta_P^2}\sum_{n\notin{}^8S}\frac{|\langle n|W|p_M\rangle|^2}{E_n}+\frac{196\,\zeta^4}{\Delta_P^3}.
\]

Terms in \(\zeta^4\) are rotationally invariant and shift all \(M\) equally. The rest contains \(V|p_M\rangle\), which is pure \(^6D\), so \(E_n=\Delta_D\). For \(M=7/2\) two numbers are needed. Both contain

\[
\mathrm{Tr}X^\dagger X=\sum_m(2m+1)^2[12-m(m+1)]=150+90+12+12+90+150=504 .
\]

With equation (1),

\[
\langle p|H_{so}V|p\rangle=\Big(-\frac{\zeta}{2}\Big)\Big(-\frac{B}{15}\Big)\frac{504}{56}=0.3\,\zeta B,\qquad
\langle p|V^2|p\rangle=\frac{B^2}{225}\,\frac{504}{56}=0.04\,B^2 .
\]

The anisotropic terms at \(M=7/2\) are therefore

\[
-\frac{14\zeta^2}{\Delta_P^2\Delta_D}\left(0.6\,\zeta B+0.04\,B^2\right).
\]

Write the splitting as \(D[M^2-J(J+1)/3]\), which equals \(7D\) at \(M=7/2\). The part linear in \(B\) inherits rank 2 from the field, so it has this form and contributes in full. In the quadratic part, \(V^2\) within \(^6P\) equals \(0.04B^2L_z^2\), because \([v,l_z]=0\) removes \(M_L=0\). Of \(L_z^2=1\) at \(M=7/2\), the average \(2/3\) does not split the level and \(1/3\) does. Dividing by 7,

\[
D=-\frac{2\zeta^2}{\Delta_P^2\Delta_D}\left(0.6\,\zeta B+\frac{0.04}{3}B^2\right)=-\frac65\,\frac{B\,\zeta^2\,(\zeta+B/45)}{\Delta_P^2\,\Delta_D}. \tag{3}
\]

\(D\) vanishes if either \(\zeta\) or \(B\) does. For \(|B|\ll45\zeta\) it changes sign with the field. For \(|B|\gg45\zeta\), with \(B\) still small against the gaps, it is negative for either sign.

### The ⁶D gap

With \(T^k_q=\sum_iC^k_q(i)\), the repulsion within the shell is \(H_C=\tfrac12\sum_kF^k\sum_qT_q^{k\dagger}T^k_q\) plus a constant, where \(k=2,4,6\) and \(F^k\) are the Slater integrals. The \(k=0\) part and the self-terms are constants. Since \(T^k_q|0\rangle=0\) and \(T^k_q|A\rangle=|[C^k_q,A]\rangle\), expanding the double commutator gives the energy \(E\) above the octet:

\[
E\,A=\sum_kF^k\Big(c_kA-\sum_qC^k_qAC^{k\dagger}_q\Big),\qquad c_k=\sum_m w_m .
\]

Here \(w_m=|\langle3,3|C^k_{3-m}|3,m\rangle|^2\), from the standard integrals of three spherical harmonics. For \(m=3,2,\dots,-3\):

- \(k=2\): \((5,5,2,0,0,0,0)/45\)
- \(k=4\): \((3,10,18,21,14,0,0)/363\)
- \(k=6\): \((25,175,700,2100,5250,11550,23100)/184041\)

The \((3,3)\) element with \(A=l_z\) gives the \(^6P\) coefficients \(c_k-\tfrac13\sum_m m\,w_m\). With \(A=3l_z^2-12\) it gives the \(^6D\) coefficients \(c_k-\tfrac1{15}\sum_m(3m^2-12)w_m\). The sums are

\[
\Delta_P=\frac{F^2}{15}+\frac{5F^4}{33}+\frac{175F^6}{429},\qquad
\Delta_D=\frac{41F^2}{225}+\frac{3F^4}{11}+\frac{175F^6}{1287}.
\]

### Numbers

A hydrogenic 4f density, \(r^8e^{-r}\) in scaled units, gives by numerical quadrature \(F^4/F^2=0.668\) and \(F^6/F^2=0.494\). Fixing \(\Delta_P=32000\) cm⁻¹ then sets \(F^2=86592\), \(F^4=57857\) and \(F^6=42804\) cm⁻¹, so

\[
\Delta_D=15779+15779+5820\simeq37378\ \text{cm}^{-1}.
\]

The coupling is \(\sqrt{14}\times1500=5612\) cm⁻¹. Hence \(\tan2\theta=0.351\), \(\theta=9.665^\circ\), and the \(^6P\) weight is 2.82 %. Equation (2) gives

\[
g=2.0023-0.2864\times0.0282=1.9942,
\]

and its leading-order form gives 1.9935. Diagonalizing \(H_C+H_{so}\) in all 3432 states of 4f⁷ gives 1.9933. All three round to **1.99**.

The full ground state holds 3.01 % of \(^6P\) and 0.07 % of other excited terms. The Zeeman operator does not connect different terms, so the weights can be read separately. The extra \(^6P\) weight accounts for about 0.0005 of the 0.0009 between the two-level and full values, and the other terms for the rest.

For the splitting, equation (3) gives

\[
D=-\frac{1.2\times500\times1500^2\times1511}{32000^2\times37378}=-0.0533\ \text{cm}^{-1}.
\]

Full diagonalization gives **\(D=-0.054\) cm⁻¹, or \(-1.63\) GHz**. The leading-order magnitude is 1.7 % below the full one. The doublets \(|M|=7/2,5/2,3/2,1/2\) lie at \(-0.380,-0.054,0.163,0.271\) cm⁻¹ from their mean, in the pattern \(7D,D,-3D,-5D\). The total spread is 0.65 cm⁻¹.

The digits depend on the chosen gaps. \(\Delta_P\) is the gap without spin-orbit coupling; with \(\zeta=1500\) cm⁻¹ the model puts the \(^6P_{7/2}\) level 30330 cm⁻¹ above the ground level, whereas in Gd³⁺ it is observed near 32200 cm⁻¹. Scaling all \(F^k\) so that the level lies there gives \(\Delta_P\simeq33800\) cm⁻¹, \(g=1.9943\) and \(D=-0.046\) cm⁻¹, a shift of 0.001 in \(g\) and 15 % in \(D\).

This \(D\) belongs to the model. Other configurations, relativistic crystal-field terms and spin-spin coupling are left out. They can matter in a real crystal because the term found here is itself so small.

## Variation 1: moving one term at a time

*How do the g-shift and \(D\) respond if the gap of \(^6P\), or that of \(^6D\), is doubled while all other terms stay fixed?*

By (2) and (3), doubling \(\Delta_P\) divides both by four. Doubling \(\Delta_D\) halves \(D\) and leaves the leading g-shift unchanged. To see this in the full configuration, reduce \(\zeta\) and \(B\) to 15 % of their values, so that leading order dominates, and raise one term by adding its gap times its projector. Diagonalization gives factors of 0.250 for both quantities when \(^6P\) is raised, and 0.500 for \(D\) when \(^6D\) is raised. Thus, in leading order, the g-shift depends on the gap of \(^6P\) alone, while \(D\) needs both terms.

## Variation 2: a cubic crystal field

*Replace the axial field by one of cubic symmetry, which has parts of rank 4 and 6 but none of rank 2. Does it split the level in fourth order?*

The commutator of \(\mathbf l\) with a rank-\(k\) field is again of rank \(k\), so \(V\) now carries \(^6P\) into \(^6G\) and \(^6I\). The term linear in \(V\) would need \(H_{so}\) to return from \(L=4\) or \(6\) to \(L=1\). \(H_{so}\) changes \(L\) by at most one, so this term vanishes.

The term quadratic in \(V\) acts within the three orbital states of \(^6P\). A cubic field cannot split an \(L=1\) triplet, so this term is a constant. There is no fourth-order splitting, and within this model any cubic splitting must come from higher order.
